# Square-root-logarithmic advance of the trap-filling front in a depletion tail

## Definitions and conventions

A uniformly doped n-type semiconductor occupies $x>0$, with a Schottky contact at $x=0$. Its fixed positive charge density, counted with all traps empty, is $qN$, where $q>0$ is the elementary charge. The permittivity is $\varepsilon$ and the temperature is $T$. Electron traps of density $N_T\ll N$ have an occupied fraction $f(x,t)$, a capture coefficient $c=\sigma v$ (cross-section times thermal speed) and an emission rate $e_n$.

In transient trap spectroscopy the diode rests at reverse bias, where the traps in most of its wide depletion layer are empty. A filling pulse of duration $t$ then narrows the layer to a width $W$, and electrons enter the region that has been uncovered. They also reach some distance into the layer that remains, because its edge isn't sharp. Let $y=W-x$ be the distance from the edge towards the contact. The filling front is the place where $f=1/2$, and the task is to find its position $y(t)$.

The electrostatic potential $\varphi$ is zero in the neutral bulk, and $u=-q\varphi/kT$ is the upward band bending in units of $kT$. Electrons are nondegenerate, donors are ionized, and the electron quasi-Fermi level is flat, so that

$$n=N e^{-u}. \tag{1}$$

Trap charge is left out of the electrostatics at first. Hole capture is neglected, and the pulse edges are taken to be short compared with $t$.

## The electron tail

Poisson's equation is $\varphi''=-q(N-n)/\varepsilon$. Multiplying by $-q/kT$ and using (1) gives

$$L^2u''=1-e^{-u},\qquad L^2=\frac{\varepsilon kT}{q^2N}, \tag{2}$$

where $L$ is the Debye length. Multiply (2) by $2u'$. The left side becomes $L^2(u'^2)'$ and the right side becomes $2(u+e^{-u})'$. Both $u$ and $u'$ vanish in the bulk, where $u+e^{-u}=1$, so integration gives

$$L^2u'^2=2\left(u-1+e^{-u}\right). \tag{3}$$

The bending increases with $y$. Where $e^{-u}$ is negligible, (3) therefore reads $L\,du/dy=\sqrt{2(u-1)}$. Separating variables,

$$\frac{du}{\sqrt{2(u-1)}}=\frac{dy}{L}
\quad\Longrightarrow\quad \sqrt{2(u-1)}=\frac{y}{L}. \tag{4}$$

The integration constant has been set to zero. This fixes the origin of $y$: since $du/dy=y/L^2$, the edge $y=0$ is the point where the straight-line field of the depleted region extrapolates to zero. With bending $u_s$ at the contact,

$$W=L\sqrt{2(u_s-1)},\qquad
u=1+\frac{y^2}{2L^2},\qquad
n=\frac{N}{e}\,e^{-y^2/2L^2}. \tag{5}$$

Here $e=2.718\ldots$; the emission rate always carries its subscript. The tail is Gaussian, but its prefactor is $N/e$. The plain form $N\exp(-y^2/2L^2)$ follows if free electrons are omitted from the charge and the parabola starts from $u=0$. The electrons near the edge screen part of the donor charge, and this adds one unit of $kT$ to the parabola. The numerical solution of (2), evaluated at $y=3L$, gives a prefactor of 0.3680, against $1/e=0.3679$.

The error of (4) can be bounded. Imagine the layer continued to large bending, where (4) becomes exact. From (3), the difference at bending $u$ is

$$\frac{y}{L}-\sqrt{2(u-1)}=\int_u^\infty\left[\frac{1}{\sqrt a}-\frac{1}{\sqrt{a+2b}}\right]dv,
\quad a=2(v-1),\; b=e^{-v}. \tag{6}$$

The integrand is positive. Because $a^{-1/2}$ is convex, its drop over an interval $2b$ is less than $2b$ times its initial steepness $\tfrac12a^{-3/2}$. The integrand is thus below $e^{-v}a^{-3/2}$. As $a^{-3/2}$ is largest at the lower limit,

$$0<\frac{y}{L}-\sqrt{2(u-1)}<\frac{e^{-u}}{[2(u-1)]^{3/2}}\qquad(u>1). \tag{7}$$

The Gaussian tail fails near $u=1$, but its error falls exponentially with the bending.

## Filling without emission

A trap captures at the rate $cn$ when empty and emits at the rate $e_n$ when full:

$$\frac{\partial f}{\partial t}=cn(1-f)-e_nf. \tag{8}$$

The density $n$ at each point is constant during the pulse, because the trap charge is small and the tail forms quickly. For pulses much shorter than $1/e_n$ the last term is dropped. With $f=0$ initially,

$$f=1-e^{-cnt}. \tag{9}$$

Half filling requires $cnt=\ln2$. Substitute the tail (5) and take the logarithm:

$$\frac{cNt}{e}\,e^{-y^2/2L^2}=\ln2
\quad\Longrightarrow\quad
\frac{y^2}{2L^2}=\ln\frac{cNt}{\ln2}-1. \tag{10}$$

The $-1$ can be absorbed into a time constant:

$$\boxed{\,y(t)=L\sqrt{2\ln\frac{t}{t_0}}\,},\qquad t_0=\frac{e\ln2}{cN}. \tag{11}$$

The boundary advances as the square root of the logarithm of the pulse duration. The logarithm comes from the exponential dependence of $n$ on bending: multiplying the time by a given factor makes a fixed number of extra $kT$ accessible. The square root comes from the parabolic bending, since each further $kT$ occupies a thinner slice of the layer. Formula (11) isn't meant for $t$ close to $t_0$, where it places the front at $y=0$ and the tail formula is poor.

Differentiating $y^2=2L^2\ln(t/t_0)$ gives

$$\frac{dy}{d\ln t}=\frac{L^2}{y},\qquad \frac{dy}{dt}=\frac{L^2}{yt},\qquad
\Delta(y^2)\big|_{\text{decade}}=2L^2\ln10. \tag{12}$$

A plot of $y^2$ against $\ln t$ is a straight line. At fixed $T$ and $\varepsilon$ its slope depends on the doping alone. The cross-section enters through $t_0$, so changing $\sigma$ moves the line along the time axis without tilting it.

The plot needs the correct edge. If the assumed edge is displaced by $\delta$, the measured distance is $y+\delta$, and

$$\frac{d(y+\delta)^2}{d\ln t}=2(y+\delta)\frac{L^2}{y}=2L^2\left(1+\frac{\delta}{y}\right). \tag{13}$$

The slope is then wrong and varies with $y$, so the line bends.

## The width of the front

Let a fraction $p$ of the traps be filled at $y_p$. From (9), $cnt=-\ln(1-p)$ there, and the steps leading to (10) give

$$y_p^2=2L^2\left\{\ln(cNt)-1-\ln[-\ln(1-p)]\right\}. \tag{14}$$

Subtract the value for $p=0.9$ from that for $p=0.1$. The time cancels:

$$y_{0.1}^2-y_{0.9}^2=2L^2\ln\frac{\ln10}{\ln(10/9)}=2L^2\times3.08. \tag{15}$$

The left side is $(y_{0.1}-y_{0.9})(y_{0.1}+y_{0.9})$. Replacing the sum by $2y$, which is accurate when the front is narrow compared with $y$, gives

$$y_{0.1}-y_{0.9}\simeq\frac{3.08\,L^2}{y}. \tag{16}$$

Without emission the front sharpens slowly as it advances, because it moves into a stronger field where the electron density changes faster with distance. Emission reverses this once $t$ approaches $1/e_n$: the profile tends to a Fermi function of width about $2\ln9\,L^2/\lambda=4.4\,L^2/\lambda$, with $\lambda$ from (20). In the example below the width is 74 nm at 10 ms and 96 nm in the steady state.

## Emission and the end of the advance

For constant $n$, the full solution of (8) with $f(0)=0$ is

$$f=\frac{cn}{cn+e_n}\left[1-e^{-(cn+e_n)t}\right]. \tag{17}$$

Write $\eta=e_nt$ and $cnt=\ln2+\delta_a$, with both $\eta$ and $\delta_a$ small. To first order the two factors are

$$\frac{cn}{cn+e_n}\simeq1-\frac{\eta}{\ln2},\qquad
1-e^{-(cn+e_n)t}\simeq1-\tfrac12(1-\delta_a-\eta)=\tfrac12(1+\delta_a+\eta).$$

Their product equals $1/2$ if $\delta_a+\eta-\eta/\ln2=0$, hence

$$cnt=\ln2+\left(\frac1{\ln2}-1\right)e_nt. \tag{18}$$

The logarithm of the right side exceeds $\ln(\ln2)$ by $\delta_a/\ln2$. A higher density is needed, so the front stays closer to the edge:

$$\frac{y^2}{2L^2}=\ln\frac{t}{t_0}-\left(\frac1{\ln^22}-\frac1{\ln2}\right)e_nt
=\ln\frac{t}{t_0}-0.639\,e_nt. \tag{19}$$

In the opposite limit, $e_nt\gg1$, the exponential in (17) vanishes and $f=1/2$ where $n=n_1\equiv e_n/c$. This is the place where the Fermi level crosses the trap level, with the degeneracy factor included in the latter. Equation (5) puts it at

$$\lambda=L\sqrt{2\left(\ln\frac{N}{n_1}-1\right)}. \tag{20}$$

The law therefore has a window: $t$ must be several times $t_0$ and much shorter than $1/e_n$. The front must also lie inside the layer, $y<W$.

## How the front appears in the capacitance

After the pulse the diode returns to reverse bias, with depletion width $W_r$. Let $\rho$ be the charge density there. The field strength at $x$ is $\varepsilon^{-1}\int_x^{W_r}\rho\,dx'$. Integrating it over $x$ and exchanging the order of integration shows that the potential drop is $\varepsilon^{-1}\int_0^{W_r}x\rho\,dx$. Trapped electrons change $\rho$ by $-qN_T\delta f$, and the width must respond by $\delta W_r$ to keep the drop fixed. To first order in $N_T/N$,

$$NW_r\,\delta W_r-N_T\int x\,\delta f\,dx=0. \tag{21}$$

The capacitance per area is $C=\varepsilon/W_r$, measured so fast that the traps don't respond, so $\delta C/C=-\delta W_r/W_r$. Before the pulse, traps were already filled beyond $x=W_r-\lambda$. Just after it they are filled beyond $x=W-y$. With both boundaries taken as sharp, $\delta f=1$ between them and

$$\frac{\Delta C}{C}=-\frac{N_T}{2N}\,\frac{(W_r-\lambda)^2-(W-y)^2}{W_r^2}. \tag{22}$$

The trapped negative charge widens the layer and lowers the capacitance. Differentiating (22) and using (12),

$$\frac{d}{d\ln t}\left|\frac{\Delta C}{C}\right|=\frac{N_T}{N}\,\frac{(W-y)L^2}{y\,W_r^2}. \tag{23}$$

The signal grows by less in each successive decade, for two reasons: the front slows down, and charge nearer the contact has a smaller lever arm.

## Worked example: a silicon diode at 220 K

Take $N=10^{15}$ cm$^{-3}$, relative permittivity 11.7 and $kT=18.958$ meV. The bending is 0.60 eV during the pulse, or $31.65\,kT$, and 5.0 eV more at reverse bias. The model trap lies 0.45 eV below the conduction band, with $\sigma=10^{-15}$ cm$^2$ and $N_T/N=0.01$. These are round parameters, not those of a named defect. The Debye length is

$$L=\sqrt{\frac{(1.036\times10^{-12}\ \mathrm{F/cm})(0.018958\ \mathrm{V})}{1.602\times10^{-4}\ \mathrm{C/cm^3}}}
=1.107\times10^{-5}\ \mathrm{cm}=110.7\ \mathrm{nm},$$

and $W=110.7\sqrt{2(31.65-1)}=867$ nm. With the rms thermal speed $1.968\times10^7$ cm/s, $cN=1.968\times10^7$ s$^{-1}$ and $t_0=96$ ns. The emission rate is 16.66 s$^{-1}$, which corresponds to 60 ms. For a pulse of 1 ms, (19) gives

$$y=110.7\sqrt{2\left[\ln\frac{1.968\times10^4}{0.6931}-1-0.639\times0.01666\right]}
=110.7\times4.30=476\ \mathrm{nm}.$$

The other pulses follow in the same way. The signal is from (22), with $W_r=2686$ nm and $\lambda=564$ nm. Its last digits are kept to show the differences between pulses; they don't express the absolute accuracy of (22), which takes sharp boundaries and is of first order in $N_T/N$.

| Pulse | $y$ (nm) | Depth $W-y$ (nm) | $\Delta C/C$ (%) |
|---|---|---|---|
| 1 µs | 239.8 | 627.0 | −0.2848 |
| 10 µs | 337.6 | 529.2 | −0.2926 |
| 100 µs | 412.8 | 454.0 | −0.2978 |
| 1 ms | 476.0 | 390.8 | −0.3015 |

A thousandfold longer pulse roughly doubles $y$. The steps shrink from 98 to 75 to 63 nm, while $y^2$ grows by nearly the same amount each time, close to $2L^2\ln10=56\,450$ nm$^2$. Fronts located in the numerical Poisson solution agree with the tabulated $y$ to the last printed digit, except at 1 µs, where the numerical value is 240.1 nm. There $u=3.35$ at the front, and (7) allows a difference of up to 0.4 nm.

Without emission, the fitted slope of $y^2/2L^2$ against $\ln t$ from 1 µs to 1 ms is 0.9995. Measuring the same fronts from the uncorrected edge $L\sqrt{2u_s}$ raises it to 1.038, as (13) leads one to expect. Using the plain Gaussian together with that edge puts the 1 µs front 33 nm too close to the contact.

At 1 ms the width (16) is 79 nm, against 78 nm for the numerical profile. The small excess arises because $y_{0.1}+y_{0.9}$ is 1.5 % larger than $2y$. The front is thus about one sixth as wide as its distance from the edge.

For longer pulses the numerical front reaches 530 nm at 10 ms and 563 nm at 100 ms. Equation (11) would give 583 nm at 100 ms, beyond the limit $\lambda$. At 10 s the front stands at 564 nm.

In the neutral material capture is exponential with time constant $1/(cN)=51$ ns, and is practically complete after 1 µs. According to (22) the signal nevertheless grows by a further 5.9 % of its 1 µs value up to 1 ms. With smooth boundaries and the trap charge included self-consistently at $N_T/N=0.01$, the 1 µs and 1 ms signals are about 0.6 % larger in magnitude than tabulated and the growth is 5.8 %. In this model that growth comes from the tail, and fitting it with an exponential would yield a capture time unrelated to $1/(cN)$. To test (22), the surface charge in the numerical Poisson solution was differentiated with frozen trap charge at $N_T/N=10^{-3}$. The growth between 1 µs and 1 ms was 1.005 times the predicted one.

## Trap charge acting back on the front

Let $r=N_T/N$, and let all traps beyond the depth $B=W-y$ be filled. In that region the fixed charge is $N(1-r)$, and the neutral bulk has $e^{-u_0}=1-r$, so $u_0\simeq r$. Repeating the steps to (3) and dropping $e^{-u}$ at the front, where the bending is $u_b$, gives for the scaled field $g=L|u'|$

$$g^2=2(1-r)(u_b-u_0-1)\simeq2(u_b-1)-2ru_b. \tag{24}$$

Since $g=y/L$ without trap charge, $\delta g=-ru_bL/y$. Between front and contact the charge is $N$, so the scaled field at the contact is $G=g+B/L$, and $G^2-g^2=2(u_s-u_b)$. Half filling fixes $u_b$ and the bias fixes $u_s$, hence $G\,\delta G=g\,\delta g$. With $G=W/L$ and $G-g=B/L$,

$$\delta B=L(\delta G-\delta g)=-L\,\delta g\,\frac{G-g}{G}
=\frac{N_T}{N}\,\frac{u_bL^2(W-y)}{yW}. \tag{25}$$

The front moves away from the contact. At 1 ms the estimate is 1.2 nm. Stepping the Poisson and trap equations together in time gives 1.1 nm; unlike (25), that calculation includes the finite width and the history of the front. The reduction comes from the history: a front of finite width placed in its final potential for the whole pulse shifts by 1.2 nm.

## The model beside a real diode

The depth of the front below the contact depends on the barrier, which is assumed known and uniform. From (5), $\delta W=L^2\delta u_s/W$, so a barrier error of 50 meV displaces the edge by 37 nm, far more than the trap charge does. Pulse edges matter at the short end: by (12), an uncertainty of 50 ns in a 1 µs pulse moves the front by 2.6 nm.

Donors are discrete. Giving each a screened potential $q e^{-r'/y}/(4\pi\varepsilon r')$, with $r'$ the distance from it, and adding variances yields

$$\langle\delta u^2\rangle=N\left(\frac{q^2}{4\pi\varepsilon kT}\right)^2\!\int\frac{e^{-2r'/y}}{r'^2}\,d^3r'=\frac{y}{8\pi NL^4}. \tag{26}$$

The choice of $y$ as screening length is a rough one. At 1 ms the result is $0.36\,kT$ rms, or about 9 nm of lateral roughness, well below the front width. Using the mean thermal speed of the anisotropic bands in place of the rms speed shifts $y$ by −2.5 nm.

Supplying the traps hardly tilts the quasi-Fermi level. The flux feeding the traps beyond $y$ is about $N_TcnL^2/y$. Dividing by $Dn$, with $D$ the diffusion coefficient, gives a quasi-Fermi gradient $N_TcL^2/(Dy)$ in units of $kT$. Its integral is of order $N_TcL^2/D=6\times10^{-7}$, apart from a logarithm, for a rough mobility of 2000 cm$^2$/Vs.

If the empty trap is positively charged, the field at the 1 ms front lowers its emission barrier by up to 19 meV. This multiplies $e_n$ by at most 2.7. While the quasi-Fermi level is flat, detailed balance requires $c$ to rise by the same factor, since the trap level itself hasn't moved. The front then lies up to about 25 nm closer to the contact, if the slightly stronger field at its new position is included. Because the lowering depends on the field, $c$ also varies with position, and (11), which takes it as constant, is only approximate for such a trap. After the pulse the field is stronger, which matters for reading the transient. At its peak, 0.04 MV/cm at the contact, the lowering is 45 meV and would make emission up to 11 times faster. The traps filled by the 1 ms pulse lie deeper, in a weaker field, and for them the factor is at most about 9. The peak field is well below silicon breakdown, roughly 0.3 MV/cm. Direct tunnelling from the trap at the peak field, estimated for a triangular barrier without Coulomb attraction, carries an exponent of about −216 and is negligible; phonon-assisted tunnelling has not been estimated.

Temperature sets the usable window. For the same trap at 300 K the emission time is 58 µs, so the 100 µs and 1 ms pulses would no longer follow (11). A shallower trap closes the window in the same way, and heavier doping narrows the front's travel in proportion to $L$, apart from logarithmic changes. The remaining estimates are listed in the numerical output.

## Calculated quantities

```
temperature 220 K, kT 18.958 meV
doping 1.0e+15 cm^-3, N_T/N 0.01
relative permittivity 11.7
masses: long 0.92, trans 0.19 m0
trap depth 0.45 eV, sigma 1.0e-15 cm^2
pulse bending 0.60 eV = 31.65 kT
reverse bias added 5.0 V
rms thermal speed 1.968e+07 cm/s
capture coefficient c 1.968e-08 cm^3/s
bulk capture rate cN 1.968e+07 1/s
law's time origin t0 95.7 ns
emission rate 16.66 1/s, time 60.0 ms
Debye length L 110.72 nm
pulse depletion width W 866.8 nm
reverse depletion width 2686.5 nm
final front distance lambda 564.2 nm
tail prefactor, Poisson 0.3680; 1/e 0.3679
slope of y^2/(2L^2) against ln t: 0.9995
same slope with uncorrected edge: 1.0380
growth of y^2 per decade 56450 nm^2
law with emission term, and numerical Poisson front:
 t 1 us: y law 239.8, numerical 240.1 nm
 t 10 us: y law 337.6, numerical 337.6 nm
 t 100 us: y law 412.8, numerical 412.8 nm
 t 1000 us: y law 476.0, numerical 476.0 nm
depth from contact, and capacitance signal:
 t 1 us: depth 627.0 nm, dC/C -0.2848 %
 t 10 us: depth 529.2 nm, dC/C -0.2926 %
 t 100 us: depth 454.0 nm, dC/C -0.2978 %
 t 1000 us: depth 390.8 nm, dC/C -0.3015 %
numerical y at 10 ms: 529.8 nm
numerical y at 100 ms: 562.7 nm
numerical y at 10 s: 564.1 nm
10-90% width at 1 ms: law 79.4 nm
10-90% width at 1 ms: numerical 78.2 nm
signal growth 1 us to 1 ms, num/law 1.0053
plain-Gaussian depth error at 1 us -32.6 nm
neglected effects (front values at 1 ms):
 trap charge shift: num 1.09, est 1.19 nm
 random donors: 0.36 kT, 9.1 nm
 mean instead of rms speed: y shift -2.52 nm
 neutral donor fraction 1.2e-03 (45 meV donor)
 degeneracy N/Nc 5.8e-05
 holes at contact 1.3e+11 cm^-3 (gap 1.14 eV)
 dielectric relaxation 3.2 ps (2000 cm2/Vs)
 quasi-Fermi drop scale 6.4e-07 kT
 field at front 0.0074 MV/cm
 peak reverse field 0.0415 MV/cm
 Coulomb-trap lowering at front 19.0 meV
 Coulomb-trap lowering at peak field 45.2 meV
 tunnelling exponent at peak field 216
 emission time at 300 K 57.5 us
```
